\section*{Hydrogenic ZORA Energies, Their Exact Scaling, and Potential Shifts}

In the hydrogenlike bismuth ion, with $Z=83$ and a point nucleus, the Dirac equation places the $1s$ level at $-3836.370$ hartree, while the zeroth-order regular approximation, ZORA, places it at $-4272.821$ hartree. The approximation is too deep by $436.451$ hartree, or 11 per cent of the Dirac binding energy. Dividing the ZORA energy by $1.11376675$, a number computed from the ZORA orbital alone, gives $-3836.370$ hartree again. If a constant potential of 10 hartree is added everywhere, the ZORA level rises by $11.138$ hartree instead of 10. These three facts have one origin: the way the ZORA operator responds to a change of length scale.

Hartree atomic units are used, and energies exclude the rest energy $c^2$. The speed of light is $c=137.035999$, so that $2c^2=37557.730$ hartree. With the two-component functions $\varphi$ (large) and $\chi$ (small), the Dirac equation for one electron in a potential $V$ is
\begin{align}
V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=E\varphi, \label{d1}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi&=E\chi. \label{d2}
\end{align}
The second line gives $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c^2+E-V)$. Inserted in the first, this yields an equation for $\varphi$ that is still exact,
\begin{equation}
\left[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\right]\varphi=E\varphi .
\label{esc}
\end{equation}
ZORA drops $E$ from the denominator but keeps $V$, which is large near a nucleus. Both equations belong to one family of operators,
\begin{equation}
H(a)=V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{a-V}\,\boldsymbol\sigma\cdot\mathbf p ,
\label{family}
\end{equation}
with eigenvalues $\varepsilon(a)$, where one level is followed as $a$ varies. The ZORA energy is $\varepsilon\equiv\varepsilon(2c^2)$. The Dirac energy is the solution of
\begin{equation}
E=\varepsilon(2c^2+E).
\label{fixed}
\end{equation}

Now let $V=-Z/r$ with $0<Z<c$. For $a>0$ the denominator $a-V$ is positive everywhere. Near the origin it tends to $Z/r$ whatever the value of $a$, so the powers of $r$ allowed there do not depend on $a$. The regular power is chosen throughout, and a change of length scale turns a power of $r$ into the same power, so it respects this choice.

Let $\Phi$ be a normalized ZORA eigenfunction, $H(2c^2)\Phi=\varepsilon\Phi$. For a positive number $\kappa$ define the stretched function
\begin{equation}
\varphi(\mathbf r)=\kappa^{3/2}\,\Phi(\kappa\mathbf r),
\label{dil}
\end{equation}
whose prefactor preserves the norm. Each derivative of $\varphi$ with respect to $\mathbf r$ brings out one factor $\kappa$. The Coulomb potential obeys
\begin{equation}
V(r)=-\frac{Z}{r}=\kappa\left(-\frac{Z}{\kappa r}\right)=\kappa V(\kappa r).
\end{equation}
If $a=2c^2\kappa$, the denominator therefore scales as a whole,
\begin{equation}
a-V(r)=\kappa\left[2c^2-V(\kappa r)\right].
\label{den}
\end{equation}
The kinetic term acquires $\kappa^2$ from the two momenta and $\kappa^{-1}$ from the denominator, in total $\kappa$. The potential term also acquires $\kappa$. Hence
\begin{equation}
[H(2c^2\kappa)\varphi](\mathbf r)=\kappa\,\kappa^{3/2}\,[H(2c^2)\Phi](\kappa\mathbf r)=\kappa\varepsilon\,\varphi(\mathbf r),
\end{equation}
and, since $\kappa=a/(2c^2)$,
\begin{equation}
\varepsilon(a)=\frac{a}{2c^2}\,\varepsilon .
\label{line}
\end{equation}
Every hydrogenic level is a straight line through the origin as a function of $a$.

The Dirac condition (\ref{fixed}) selects $a=2c^2+E$, that is, $\kappa=1+E/(2c^2)$. Equation (\ref{line}) then reads $E=\kappa\varepsilon$, so
\begin{equation}
\varepsilon=\frac{E}{1+E/(2c^2)}=\frac{2c^2E}{2c^2+E}.
\label{main}
\end{equation}
To invert it, multiply by $1+E/(2c^2)$ and collect the terms in $E$:
\begin{equation}
E\left(1-\frac{\varepsilon}{2c^2}\right)=\varepsilon,
\qquad
E=\frac{\varepsilon}{1-\varepsilon/(2c^2)} .
\label{inverse}
\end{equation}
For any $\varepsilon<0$ the inverse gives $\kappa=1/[1-\varepsilon/(2c^2)]$, which lies between 0 and 1, so each ZORA bound state supplies a Dirac bound state through (\ref{dil}). Conversely, a Dirac bound state with $-2c^2<E<0$ has $\kappa>0$, and undoing the stretch produces a ZORA state. The pairing preserves the order of the levels, because $d\varepsilon/dE=\kappa^{-2}>0$.

For the $1s$ level of the bismuth ion, $\kappa=1-3836.370/37557.730=0.897854$, and $-3836.370/0.897854$ gives the ZORA value $-4272.82$ hartree. The same $\kappa$ governs the size of the orbital. From (\ref{dil}), the mean radius of the ZORA orbital is $\kappa$ times that of the normalized Dirac large component. The computed radii are $0.014016$ and $0.015611$ bohr, with the ratio $0.897854$. ZORA thus binds the electron too strongly and draws it in too far, by the same factor.

The energy error follows from (\ref{main}):
\begin{equation}
\varepsilon-E=\frac{2c^2E-E(2c^2+E)}{2c^2+E}=-\frac{E^2}{2c^2+E}.
\label{error}
\end{equation}
It is negative for every bound state and grows as the square of the binding energy when $|E|\ll2c^2$. From $1s$ to $2s$ the error falls from $436.451$ to $26.524$ hartree, a factor of $16.5$: the square of the binding energy accounts for a factor of $15.2$, and the denominator $2c^2+E$ for the rest. Because $\varepsilon$ depends on the state through $E$ alone, levels that coincide in the Dirac spectrum still coincide in ZORA: $2s_{1/2}$ and $2p_{1/2}$ both lie at $-1011.445$ hartree. For two different levels, subtracting (\ref{main}) gives
\begin{equation}
\varepsilon_2-\varepsilon_1=\frac{E_2-E_1}{\kappa_1\kappa_2}.
\end{equation}
The splitting between $2p_{1/2}$ and $2p_{3/2}$ is $103.091$ hartree in the Dirac spectrum and $108.413$ hartree in ZORA, too large by about 5 per cent.

The $1s$ state can be checked by hand without scaling. Put $\varphi=g(r)\eta$ and $\chi=i f(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\eta$, where $\eta$ is a constant spinor. With $\mathbf p=-i\nabla$, one has $\boldsymbol\sigma\cdot\mathbf p\,g\eta=-ig'\boldsymbol\sigma\cdot\hat{\mathbf r}\,\eta$. Since the radial field $f\hat{\mathbf r}$ has no curl, $\boldsymbol\sigma\cdot\mathbf p\,(if\boldsymbol\sigma\cdot\hat{\mathbf r}\,\eta)=\nabla\cdot(f\hat{\mathbf r})\,\eta=(f'+2f/r)\eta$. Writing $\epsilon$ for the eigenvalue of $H(a)$, the coupled equations are
\begin{equation}
c\left(f'+\frac{2f}{r}\right)=\left(\epsilon+\frac Zr\right)g,
\qquad
-cg'=\left(a+\frac Zr\right)f .
\end{equation}
Try $g=r^{\gamma-1}e^{-\lambda r}$ and $f=bg$. Equating the coefficients of $1/r$, and then the constants, gives
\begin{align}
cb(1+\gamma)&=Z, & c(1-\gamma)&=bZ, \label{coef1}\\
-cb\lambda&=\epsilon, & c\lambda&=ba. \label{coef2}
\end{align}
Eliminating $b$ from (\ref{coef1}) gives $\gamma=\sqrt{1-Z^2/c^2}$, with the positive root for the regular solution. Eliminating $Z$ gives $b^2=(1-\gamma)/(1+\gamma)$. From (\ref{coef2}), $\lambda=ba/c$ and $\epsilon=-b^2a$, which is the straight line (\ref{line}) in explicit form. ZORA has $a=2c^2$, so
\begin{equation}
\varepsilon_{1s}=-2c^2\,\frac{1-\gamma}{1+\gamma}.
\end{equation}
The Dirac case has $a=2c^2+E$, so $E=-b^2(2c^2+E)$ and
\begin{equation}
E_{1s}=-2c^2\frac{b^2}{1+b^2}=-c^2(1-\gamma).
\end{equation}
For $Z=83$, $\gamma=0.795708$, and the two expressions reproduce the energies quoted at the start.

Two limits are instructive. For $Z\ll c$, expansion of the square root gives $E_{1s}\approx-Z^2/2-Z^4/(8c^2)$. By (\ref{error}), ZORA adds a further $-E^2/(2c^2)\approx-Z^4/(8c^2)$. At leading order it therefore doubles the relativistic lowering of the $1s$ level. For $Z\to c$, $\gamma\to0$: the Dirac energy tends to $-c^2$, but the ZORA energy tends to $-2c^2$.

The scaled ZORA energy is defined by
\begin{equation}
E_{\rm sc}=\frac{\varepsilon}{1+N},
\qquad
N=\left\langle\Phi\left|\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{(2c^2-V)^2}\,\boldsymbol\sigma\cdot\mathbf p\right|\Phi\right\rangle .
\label{scaled}
\end{equation}
Here $N$ is the squared norm of the small component $c\,\boldsymbol\sigma\cdot\mathbf p\,\Phi/(2c^2-V)$ that belongs to the ZORA orbital. It is also a slope. Differentiate $\varepsilon(a)=\langle\varphi_a|H(a)|\varphi_a\rangle$ with normalized eigenfunctions. The terms that contain the derivative of $\varphi_a$ combine to $\varepsilon(a)\,d\langle\varphi_a|\varphi_a\rangle/da=0$, which leaves the Hellmann--Feynman result
\begin{equation}
\frac{d\varepsilon}{da}=\left\langle\varphi_a\left|\frac{dH}{da}\right|\varphi_a\right\rangle
=-\left\langle\varphi_a\left|\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{(a-V)^2}\,\boldsymbol\sigma\cdot\mathbf p\right|\varphi_a\right\rangle .
\label{hf}
\end{equation}
At $a=2c^2$ the right side is $-N$. For the Coulomb potential, the line (\ref{line}) has slope $\varepsilon/(2c^2)$. Therefore
\begin{equation}
N=-\frac{\varepsilon}{2c^2},
\qquad
E_{\rm sc}=\frac{\varepsilon}{1-\varepsilon/(2c^2)}=E,
\label{exact}
\end{equation}
where the last equality is (\ref{inverse}). Scaled ZORA is exact for every hydrogenic bound state of a point nucleus. In the bismuth $1s$ state, $4272.821/37557.730=0.113767$, equal to the $N$ obtained by integration over the orbital. The hand calculation agrees as well, since $f=bg$ makes $N=b^2$.

The small components scale like the large ones, because the factor $\kappa$ from the momentum cancels the factor $\kappa$ in (\ref{den}). The Dirac state thus has the same ratio $N$ of the squared norms of its small and large components, and the weight of its small component in the normalized four-component state is
\begin{equation}
\frac{N}{1+N}=\frac{-\varepsilon/(2c^2)}{1-\varepsilon/(2c^2)}=-\frac{E}{2c^2},
\end{equation}
or $0.102146$ for this $1s$ state.

The form of (\ref{scaled}) has a meaning beyond the Coulomb potential. Finding the Dirac energy means finding a zero of $F(E)=\varepsilon(2c^2+E)-E$. One Newton step from $E_0=0$ gives
\begin{equation}
E_1=-\frac{F(0)}{F'(0)}=-\frac{\varepsilon}{-N-1}=\frac{\varepsilon}{1+N}.
\label{newton}
\end{equation}
Scaled ZORA is this single step. A Newton step reaches the zero of a straight line exactly, and in the hydrogenic case $F$ is a straight line.

The same picture settles the effect of a constant shift $V\to V+\Delta$, with $\Delta<2c^2$. In the Dirac equation the constant can be moved to the other side, so $E$ becomes $E+\Delta$ and the spinor is unchanged. In ZORA the constant also enters the denominator:
\begin{equation}
H_{\rm ZORA}[V+\Delta]=\Delta+V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2-\Delta-V}\,\boldsymbol\sigma\cdot\mathbf p=\Delta+H(2c^2-\Delta).
\label{shiftop}
\end{equation}
With (\ref{line}), the new hydrogenic eigenvalue is
\begin{equation}
\varepsilon_\Delta=\Delta+\left(1-\frac{\Delta}{2c^2}\right)\varepsilon
=\varepsilon+\Delta-\frac{\varepsilon\Delta}{2c^2}.
\label{shift}
\end{equation}
The last term is the violation of invariance. By (\ref{exact}) it equals $N\Delta$, which for $\Delta=10$ hartree is $1.138$ hartree in $1s$ and $0.269$ hartree in $2s$. For a general potential, (\ref{hf}) gives the same $N\Delta$ to first order in $\Delta$.

Because the violation is proportional to $\varepsilon$, it does not cancel in the difference between two levels of unequal energy. Equation (\ref{shift}) multiplies every hydrogenic spacing by $1-\Delta/(2c^2)$, here $0.999734$. The ZORA spacing between $1s$ and $2p_{3/2}$ falls from $3369.789$ to $3368.891$ hartree, although a constant potential exerts no force. This matters for core levels, since a distant charge produces a nearly constant potential across a compact core orbital.

The total ZORA error after a shift follows from $\varepsilon=E/\kappa$ and $1-\kappa=-E/(2c^2)$:
\begin{equation}
\varepsilon_\Delta-(E+\Delta)=\frac E\kappa\left(1-\kappa-\frac{\Delta}{2c^2}\right)
=-\frac{E(E+\Delta)}{2c^2+E}.
\end{equation}
It vanishes when $\Delta=-E$, that is, when the shift brings the Dirac level to zero, so that the energy neglected in the denominator is really zero. Each energy needs its own shift, and no single constant repairs the whole spectrum.

For scaled ZORA, the shifted norm $N_\Delta$ is minus the slope of $\varepsilon(a)$ at $a=2c^2-\Delta$. The slope of a straight line is the same everywhere, so $N_\Delta=-\varepsilon/(2c^2)$, and
\begin{equation}
\frac{\varepsilon_\Delta}{1+N_\Delta}
=\frac{\Delta\,[1-\varepsilon/(2c^2)]+\varepsilon}{1-\varepsilon/(2c^2)}
=\Delta+E .
\end{equation}
The hydrogenic scaled energy is therefore invariant in the required sense. For $1s$ with $\Delta=10$ hartree, $-4261.68319/1.11376675=-3826.370$ hartree, which is the Dirac energy plus 10.

Both properties of the scaled energy rest on the straight line, and a screened potential bends it. Take as a model
\begin{equation}
V(r)=-\frac{1+82\,e^{-5r}}{r}=-\frac{83}{r}+410-1025\,r+\dots
\end{equation}
Its lowest $s$ level is $-3441.835$ hartree in the Dirac equation, $-3831.854$ in ZORA and $-3441.710$ in scaled ZORA. Relation (\ref{main}) would predict a ZORA energy of $-3789.070$ hartree and fails by 43 hartree. Most of this failure is not due to the bending: the constant 410 displaces the line, so that it no longer points to the origin, as (\ref{main}) requires. Scaled ZORA needs only a straight line, wherever it points, and is therefore affected by the bending alone. It is no longer exact, but its error is only $0.125$ hartree, against $390$ for ZORA.

The size of this residue can be estimated. Expanding $F(E)=0$ about $E_0=0$ to second order and comparing with (\ref{newton}) gives
\begin{equation}
E_{\rm sc}-E\approx-\frac{\varepsilon''E^2}{2(1+N)},
\label{curv}
\end{equation}
with $\varepsilon''=d^2\varepsilon/da^2$ at $a=2c^2$. The Coulomb term and the constant 410 give no curvature, so the first contribution comes from $\delta V=-1025\,r$. To first order it acts on the large component directly and on the small component through the denominator. Since $f=bg$, the energy change is $-1025(1+N)\langle r\rangle/\kappa$, where $\langle r\rangle$ is the ZORA radius and $1/\kappa=2c^2/a$ describes the stretching. The second derivative of $2c^2/a$ at $a=2c^2$ is $2/(2c^2)^2$, so
\begin{equation}
E_{\rm sc}-E\approx1025\,\langle r\rangle\left(\frac{E}{2c^2}\right)^2
\approx1025\times0.014016\times(0.09164)^2\approx0.12 ,
\end{equation}
in hartree, if the hydrogenic radius is used and the small effect of the constant on it is neglected. This gives the sign and the order of magnitude of the computed error. The closeness to $0.125$ is partly a cancellation: with the potential cut after the term $-1025\,r$ the full error is $0.138$ hartree, and the next term, of order $r^2$, lowers it to $0.124$.

A shift now changes the scaled result too. Adding $\Delta$ moves the start of the Newton step to $E_0=-\Delta$, and the error varies roughly as the squared distance $(E+\Delta)^2$. For $\Delta=1000$ hartree this predicts a reduction by $(2441.8/3441.8)^2\approx0.50$. The computed error falls from $0.125$ to $0.066$ hartree, a factor of $0.53$.

The numerical output comes from diagonalizing the radial operators in a finite basis. For the four hydrogenic levels listed there, relations (\ref{main}), (\ref{exact}) and (\ref{shift}) were tested, the last with shifts of $-100$, 10 and 1000 hartree, and the energies agreed within $10^{-6}$ hartree. That precision concerns the equations and not the real ion, for which nuclear size, recoil and quantum-electrodynamic corrections are left out. A finite nucleus also bends the line: a Gaussian charge of root-mean-square radius 5.52 fm raises the Dirac $1s$ level by about $2.7$ hartree ($0.07$ keV) and leaves scaled ZORA about $0.07$ hartree below it. For the point nucleus the $1s$ energy is $-104.39$ keV in the Dirac equation and in scaled ZORA, and $-116.27$ keV in unscaled ZORA.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Z = 83, c = 137.035999 a.u., 2c^2 = 37557.7301 hartree
Hydrogenlike Bi, point nucleus; energies in hartree, N dimensionless
1s1/2: Dirac -3836.36957, ZORA -4272.82086, error -436.45129
  N = 0.11376675, scaled ZORA -3836.36957
  V+10: ZORA minus shift -4271.68319, violation 1.13767
  V+10: scaled ZORA minus shift -3836.36957
2s1/2: Dirac -984.92115, ZORA -1011.44550, error -26.52434
  N = 0.02693042, scaled ZORA -984.92115
  V+10: ZORA minus shift -1011.17619, violation 0.26930
  V+10: scaled ZORA minus shift -984.92115
2p1/2: Dirac -984.92115, ZORA -1011.44550, error -26.52434
  N = 0.02693042, scaled ZORA -984.92115
  V+10: ZORA minus shift -1011.17619, violation 0.26930
  V+10: scaled ZORA minus shift -984.92115
2p3/2: Dirac -881.82976, ZORA -903.03234, error -21.20258
  N = 0.02404385, scaled ZORA -881.82976
  V+10: ZORA minus shift -902.79190, violation 0.24044
  V+10: scaled ZORA minus shift -881.82976
1s gamma = 0.79570812, kappa = 1+E/(2c^2) = 0.89785406
1s mean radius: Dirac large component 0.01561094 bohr
1s mean radius: ZORA 0.01401635 bohr, ratio 0.89785406
1s Dirac small-component weight = 0.10214594
1s in keV: Dirac -104.3929, ZORA -116.2694
2p3/2 - 1s spacing: Dirac 2954.53981 hartree
2p3/2 - 1s spacing: ZORA 3369.78852, V+10 3368.89129 hartree
spacing factor 1-D/(2c^2) = 0.99973374
Screened model V = -(1+82 exp(-5 r))/r, lowest s state, hartree:
  Dirac -3441.83524, ZORA -3831.85383, scaled ZORA -3441.71023
  Coulomb relation would give ZORA -3789.07015
  errors: ZORA -390.01859, scaled ZORA 0.12501
  V+1000: scaled ZORA minus shift -3441.76889
  slope d eps/da = -0.11335748, -N = -0.11335748
\end{verbatim}
